# How far a monovalent fcc metal's Fermi sphere reaches toward L

## Problem

A metal crystallizes in the face-centred cubic (fcc) structure with cubic edge $a$. It has one atom per primitive cell, and each atom gives one conduction electron. Treat these electrons as free, with two spin states per wavevector, at zero temperature. The occupied wavevectors then fill a sphere of radius $k_F$ about $\Gamma$, the point $\mathbf k=0$. Let L be the centre of a hexagonal face of the first Brillouin zone.

What fraction of the distance $|\Gamma L|$ does the sphere reach, and does any part of it leave the first zone?

The algebra uses atomic units, in which $\hbar=m=1$. Wavevectors include the factor $2\pi$, so a plane wave is $e^{i\mathbf k\cdot\mathbf r}$.

## A tempting solution

A crystal of $N$ primitive cells has $N$ allowed wavevectors in the first zone. With two spin states each, the zone holds $2N$ electrons. There are only $N$ electrons, so the occupied region has half the volume of the zone. Volume grows as the cube of length, and therefore

$$\frac{k_F}{|\Gamma L|}=\left(\frac12\right)^{1/3}\approx 0.79 .\qquad\text{(wrong)}$$

The sphere would stop about 21 percent short of L.

## Where it fails

The counting is right: the sphere does have half the volume of the zone. The fault is in the last step. Taking the cube root of a volume ratio gives a length ratio only when the two bodies have the same shape. Here one is a sphere and the other is a polyhedron. The step silently replaces the zone by a sphere of radius $|\Gamma L|$.

As shown below, $|\Gamma L|$ is the smallest distance from $\Gamma$ to the zone boundary. A sphere of that radius is the inscribed sphere, and the corners of the zone lie outside it. Its volume is less than that of the zone, so the electrons fill more than half of it, and the true ratio must exceed 0.79. To find it, both lengths have to be calculated.

## Solution

**The radius of the sphere.** The cubic cell has volume $a^3$ and contains four atoms, so the electron density is

$$n=\frac{4}{a^3}.$$

In a crystal of volume $\mathcal V$ with periodic boundary conditions, there is one allowed wavevector per volume $(2\pi)^3/\mathcal V$ of $k$ space. Counting two spins, the number of electrons in the sphere is

$$n\mathcal V=2\cdot\frac{4\pi k_F^3}{3}\cdot\frac{\mathcal V}{(2\pi)^3}
=\frac{8\pi k_F^3\,\mathcal V}{24\pi^3}
=\frac{k_F^3\,\mathcal V}{3\pi^2}.$$

Hence $k_F^3=3\pi^2n$, and with the density above

$$k_F^3=\frac{12\pi^2}{a^3},\qquad k_F=\frac{(12\pi^2)^{1/3}}{a}\approx\frac{4.911}{a}.$$

**The reciprocal lattice.** Primitive vectors of the fcc lattice are

$$\mathbf a_1=\tfrac a2(0,1,1),\quad \mathbf a_2=\tfrac a2(1,0,1),\quad \mathbf a_3=\tfrac a2(1,1,0).$$

A reciprocal-lattice vector $\mathbf G$ must give $2\pi$ times an integer in its scalar product with each of them. Write $\mathbf G=(2\pi/a)(h,k,l)$. The three conditions are

$$\frac{k+l}{2}=p,\qquad \frac{h+l}{2}=q,\qquad \frac{h+k}{2}=r,$$

with $p,q,r$ integers. Adding the last two and subtracting the first gives $h=q+r-p$, an integer; $k$ and $l$ are integers in the same way. Since each pair has an even sum, $h,k,l$ are either all even or all odd.

If they are all odd, then $h^2+k^2+l^2\ge 3$. If they are all even and not all zero, the sum is at least 4. The shortest nonzero vectors are therefore the eight vectors $(2\pi/a)(\pm1,\pm1,\pm1)$, of length

$$G_{\min}=\frac{2\pi\sqrt3}{a}.$$

**The nearest part of the boundary.** The first zone contains the points that are at least as close to $\Gamma$ as to any other reciprocal-lattice point. The condition $|\mathbf k|^2\le|\mathbf k-\mathbf G|^2$ expands to

$$\mathbf k\cdot\mathbf G\le\frac{G^2}{2}.$$

Equality defines a plane at distance $G/2$ from $\Gamma$. No such plane is closer than $G_{\min}/2$. The point at this distance along $(1,1,1)$ is

$$\mathbf k_L=\frac{\pi}{a}(1,1,1),\qquad |\Gamma L|=\frac{\sqrt3\,\pi}{a}\approx\frac{5.441}{a}.$$

It remains to show that this point belongs to the zone and has not been cut off by another plane. For any $\mathbf G$,

$$\mathbf k_L\cdot\mathbf G=\frac{2\pi^2}{a^2}(h+k+l),\qquad
\frac{G^2}{2}=\frac{2\pi^2}{a^2}(h^2+k^2+l^2).$$

Every integer satisfies $h\le h^2$, so the zone condition holds. Equality requires each index to be 0 or 1. Since the indices have the same parity, the only nonzero case is $(1,1,1)$. The point thus lies on one face and on no other, and it is a nearest point of the boundary. To see the shape of this face, write $\mathbf k=(2\pi/a)(x,y,z)$, so that its plane is $x+y+z=\tfrac32$. The planes of $(2,0,0)$ and $(-1,1,1)$ limit it to $0\le x\le1$, and their counterparts do the same for $y$ and $z$. These six limits leave a hexagon with corners at the permutations of $(1,\tfrac12,0)$ and centre $(\tfrac12,\tfrac12,\tfrac12)$, which is the point found above. It is therefore L.

**The ratio.** Dividing the cubes of the two lengths,

$$\left(\frac{k_F}{|\Gamma L|}\right)^3
=\frac{12\pi^2/a^3}{3\sqrt3\,\pi^3/a^3}
=\frac{4}{\sqrt3\,\pi}\approx0.735,$$

$$\boxed{\frac{k_F}{|\Gamma L|}=\left(\frac{4}{\sqrt3\,\pi}\right)^{1/3}\approx0.90}$$

The sphere stops about 10 percent short of L. Because L is a nearest boundary point, the sphere stays inside the zone in every other direction too. The edge $a$ has cancelled, so uniform expansion of the crystal does not change the ratio. The electron mass never entered: the result holds for any energy that depends on $|\mathbf k|$ alone and increases with it.

**Repairing the first argument.** The volume of the zone is $(2\pi)^3$ divided by the primitive-cell volume $a^3/4$, that is, $32\pi^3/a^3$. The inscribed sphere fills the fraction

$$f=\frac{\tfrac{4\pi}{3}\left(\sqrt3\,\pi/a\right)^3}{32\pi^3/a^3}
=\frac{4\sqrt3\,\pi^4}{32\pi^3}=\frac{\sqrt3\,\pi}{8}\approx0.68 .$$

The electrons fill half of the zone, hence the fraction $0.5/0.68\approx0.735$ of the inscribed sphere. The cube root may now be taken, because both bodies are spheres, and it gives 0.90.

## Changing the number of electrons

Suppose there are $z$ free electrons per atom in the same lattice. Then $n=4z/a^3$, and $k_F^3$ is multiplied by $z$:

$$\frac{k_F}{|\Gamma L|}=\left(\frac{4z}{\sqrt3\,\pi}\right)^{1/3}.$$

The sphere first touches the zone boundary when the bracket equals 1, at

$$z=\frac{\sqrt3\,\pi}{4}\approx1.36 .$$

The wrong formula would place this contact at $z=2$. At $z=2$ the sphere has the same volume as the whole zone. Being a different shape, it must already extend beyond the hexagonal faces, which are the nearest, while leaving the corners empty.

Both results were tested by direct counting in a periodic crystal of 216,000 primitive cells. Filling its 108,000 lowest plane-wave orbitals gave a ratio of 0.902, with every occupied wavevector inside the first zone. Counting the states closer to $\Gamma$ than L gave a contact value of $z\approx1.36$. The small differences from the formulas reflect the finite number of wavevectors.

## Numbers for a copper-sized lattice

Copper is a monovalent fcc metal used for chip interconnects. Its cubic edge is roughly $3.6$ Å, and this value is used here. The two lengths are

$$k_F=\frac{4.9109}{3.60}=1.3641\ \text{Å}^{-1},\qquad
|\Gamma L|=\frac{5.4414}{3.60}=1.5115\ \text{Å}^{-1},$$

or about 13.6 and 15.1 nm$^{-1}$. The sphere misses L by 0.147 Å$^{-1}$.

The free-electron energy is $k^2/2$ in atomic units. For $k$ in Å$^{-1}$ and energy in eV, the factor $1/2$ becomes $\hbar^2/2m=3.810$ eV Å$^2$:

$$E_F=3.810\times1.3641^2=7.09\ \text{eV},\qquad
E_L=3.810\times1.5115^2=8.70\ \text{eV}.$$

The state at L lies 1.6 eV above the Fermi energy. This is 23 percent of $E_F$, although the wavevector falls short by only 10 percent of $|\Gamma L|$. Energy goes as the square of the wavevector, and $1/0.9025^2=1.228$.

Temperature does little to close this gap. At 400 K, a rough value for a hot chip, $k_BT=0.0345$ eV. Since $dE/dk=2E_F/k_F$ at the Fermi surface, the corresponding spread in wavevector is

$$\delta k=\frac{k_BT\,k_F}{2E_F}=\frac{0.0345\times1.364}{2\times7.09}
=0.0033\ \text{Å}^{-1},$$

about 2 percent of the distance still separating the sphere from L.

## What the crystal potential changes

The serious omission is the potential of the ions. At L, the plane waves with wavevectors $\mathbf k_L$ and $\mathbf k_L-\mathbf G=-\mathbf k_L$ have the same energy $E_L$. A potential whose Fourier component for this $\mathbf G$ is $V>0$ couples them. With these two waves alone, the Hamiltonian is

$$\begin{pmatrix}E_L&V\\V&E_L\end{pmatrix},$$

with energies $E_L\pm V$. The lower state drops toward the Fermi energy, and a gap $2V$ opens. If the Fermi energy stayed at 7.09 eV, this two-wave estimate would have the surface reach L at $V\approx1.6$ eV.

The Fermi energy does not stay fixed. The table comes from a model with more plane waves, in which all eight (111) components equal $V$ and the others vanish. The edge $a$ is held fixed, and the bands are refilled with one electron per atom at each $V$. All entries are in eV.

| $V$ | lower level at L | Fermi energy | difference |
|---:|---:|---:|---:|
| 0.0 | 8.70 | 7.09 | +1.62 |
| 1.0 | 7.49 | 6.71 | +0.77 |
| 2.0 | 5.80 | 5.57 | +0.23 |
| 2.5 | 4.77 | 4.71 | +0.06 |
| 3.0 | 3.62 | 3.65 | −0.03 |

Both levels fall, so contact needs a stronger potential than the fixed-Fermi-energy estimate suggests. The last two differences are small. The Fermi energies come from a finite $k$ mesh, and their last digit is uncertain. A converged integration over the zone moves each difference by about 0.01 eV, to $+1.61$, $+0.78$, $+0.24$, $+0.07$ and $-0.04$ eV. Enlarging the plane-wave basis changes them by about 0.001 eV. The signs are unchanged, and the margin vanishes near $V\approx2.8$ eV.

In real copper the gap at L is roughly 5 eV. The model gap is 4.1 eV at $V=2.0$ eV and 5.3 eV at $V=2.5$ eV, so matching it takes $V\approx2.4$ eV. There the model leaves the L state about 0.1 eV above the Fermi energy; contact would need a model gap near 5.9 eV. In the real metal it lies below, and the Fermi surface joins the hexagonal faces through narrow necks. With $V$ chosen to match the gap, the one-parameter potential thus removes most of the free-electron margin but does not reproduce the necks. It omits the d electrons and the other Fourier components, and this calculation cannot say how much each contributes. The value 0.90 describes the free-electron sphere; along $\Gamma$–L, copper's actual Fermi surface has no gap left to measure.

The numerical output below lists the computed values, some of them to more digits.

## Values computed for the example and the checks

```
cubic edge a (rough, copper)         3.60 angstrom
electron density n                   0.08573 1/angstrom^3
Fermi wavevector k_F                 1.3641 1/angstrom
Fermi wavevector k_F, converted      13.641 1/nm
distance Gamma-L                     1.5115 1/angstrom
distance Gamma-L, converted          15.115 1/nm
k_F a                                4.9109 (no unit)
Gamma-L times a                      5.4414 (no unit)
gap in k between sphere and L        0.1474 1/angstrom
ratio cubed, 4/(sqrt(3) pi)          0.7351 (no unit)
ratio k_F/Gamma-L, formula           0.9025 (no unit)
ratio from filling plane waves       0.9018 (no unit)
primitive cells in that crystal      216000 (count)
orbitals filled in that crystal      108000 (count)
shortest reciprocal vectors          8 (count)
largest k.G/(G^2/2), occupied states 0.9000 (no unit)
sphere volume / zone volume          0.5000 (no unit)
electrons per atom to touch L        1.3603 (formula)
electrons per atom to touch L        1.3631 (counted)
hbar^2/(2m)                          3.8100 eV angstrom^2
Fermi energy E_F                     7.090 eV
free-electron energy at L, E_L       8.704 eV
margin E_L - E_F                     1.615 eV
ratio E_L/E_F                        1.2277 (no unit)
Model crystal potential, bands refilled at each V:
V 0.0 eV: gap at L 0.00 eV, lower L level 8.70 eV, Fermi 7.09 eV, L minus Fermi +1.62 eV
V 1.0 eV: gap at L 2.02 eV, lower L level 7.49 eV, Fermi 6.71 eV, L minus Fermi +0.77 eV
V 2.0 eV: gap at L 4.14 eV, lower L level 5.80 eV, Fermi 5.57 eV, L minus Fermi +0.23 eV
V 2.5 eV: gap at L 5.27 eV, lower L level 4.77 eV, Fermi 4.71 eV, L minus Fermi +0.06 eV
V 3.0 eV: gap at L 6.45 eV, lower L level 3.62 eV, Fermi 3.65 eV, L minus Fermi -0.03 eV
k-mesh error of Fermi energy, V = 0  0.0027 eV
gap at L for V = 0.2 eV             0.4002 eV
temperature (rough, hot chip)        400 K
thermal energy kT                    0.0345 eV
thermal smearing of k_F              0.00332 1/angstrom
smearing / gap in k to L             0.0225 (no unit)
```
